# Why a truncated PAW energy is not a variational upper bound

## A case that can be seen through

Take one particle in a fixed spherical potential, in the s channel. Write the wave function as $u(r)/r$ apart from a constant, with $u(0)=0$, and let all functions be real. The Hamiltonian for $u$ is

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dr^2}+V(r),$$

with ground energy $E_0$ and normalized ground state $\psi$.

The projector augmented-wave (PAW) method replaces $V$ inside a sphere $r<r_c$ by another potential $\tilde v=V-W$, and repairs the damage with partial waves. Let $W>0$ inside the sphere and $W=0$ outside, and put $H_s=H-W$. Use a single partial wave $\phi$, the regular solution of $H\phi=\varepsilon\phi$ at a reference energy $\varepsilon$. Normally $\phi$ is paired with a smoother function $\tilde\phi$. Here $\phi$ is supposed smooth enough already, so $\tilde\phi=\phi$.

The projector is built from

$$\chi=(\varepsilon-H_s)\phi=(\varepsilon-H)\phi+W\phi=W\phi ,$$

scaled so that $\langle p|\phi\rangle=1$. Hence $p=W\phi/\langle\phi|W|\phi\rangle$. The PAW correction strength is the true energy of the partial wave in the sphere minus its energy with $H_s$:

$$D=\langle\phi|H|\phi\rangle-\langle\phi|H_s|\phi\rangle=\langle\phi|W|\phi\rangle .$$

The PAW operator is therefore

$$\tilde H=H_s+|p\rangle D\langle p|=H-W+\frac{W|\phi\rangle\langle\phi|W}{\langle\phi|W|\phi\rangle}.$$

Its expectation value in any state $u$ differs from that of $H$ by

$$\langle u|\tilde H-H|u\rangle=-\langle u|W|u\rangle+\frac{\langle u|W|\phi\rangle^2}{\langle\phi|W|\phi\rangle}\le 0 .$$

The inequality is that of Cauchy and Schwarz for the inner product with weight $W$. Equality requires $u\propto\phi$ inside the sphere. If $\varepsilon\ne E_0$, the state $\psi$ is not proportional to $\phi$ there, since the two obey equations with different energies. So $\langle\psi|\tilde H|\psi\rangle<E_0$, and the lowest eigenvalue of $\tilde H$, which cannot exceed this expectation value, is also below $E_0$.

The mechanism is plain. The deeper potential lowers the energy of every part of the state in the sphere. The projector gives back the right amount for the part along $\phi$, and nothing for the rest.

## A solvable potential

For numbers, let $x=r/a$ and

$$V=-\frac{3\hbar^2}{ma^2}\,\mathrm{sech}^2x .$$

Energies below are in units of $\hbar^2/(ma^2)$. With $t=\tanh x$ and $s=\mathrm{sech}\,x$ we have $t'=s^2$, $s'=-ts$ and $t^2+s^2=1$. For $u=ts$ this gives

$$u'=s^3-t^2s=s(2s^2-1),\qquad u''=-ts(2s^2-1)-4ts^3=(1-6s^2)u .$$

Thus $-\tfrac12u''-3s^2u=-\tfrac12u$. The function vanishes at the origin, decays at large $x$ and has no node between, so it is the s-channel ground state and $E_0=-\tfrac12$.

The partial waves are also known in closed form. With $\kappa^2=-2\varepsilon$, the equation to solve is $\phi''=(\kappa^2-6s^2)\phi$. Try

$$\phi=P\,\frac{\sinh\kappa x}{\kappa}+Q\cosh\kappa x,\qquad P=1-\kappa^2-3t^2,\quad Q=3t .$$

Differentiating twice and collecting the two hyperbolic functions gives the conditions

$$P''+2\kappa^2Q'=-6s^2P,\qquad Q''+2P'=-6s^2Q .$$

Here $P'=-6ts^2$, $P''=-6s^4+12t^2s^2$, $Q'=3s^2$ and $Q''=-6ts^2$. The left side of the first condition is $-6s^2(s^2-2t^2-\kappa^2)=-6s^2P$, and that of the second is $-18ts^2=-6s^2Q$. Both hold, and $\phi(0)=0$.

Choose $r_c=1.5a$, $\varepsilon=-0.125$ and, inside the sphere, $W=2(1-r^2/r_c^2)^2$. The lowest eigenvalue of $\tilde H$ is then $-0.50410$, below the exact $-0.5$.

## The same effect with a softened wave

In the case above $\tilde\phi=\phi$, so one might suspect that the violation belongs to this simplification. Now let the smooth wave differ from the true one:

$$\tilde\phi=\phi\,h,\qquad h=1-0.3\,(1-r^2/r_c^2)^3 .$$

At $r_c$ we have $h=1$ and $h'=h''=0$, so $\tilde\phi$ joins $\phi$ with equal value and first two derivatives. The general PAW construction is needed. A subscript $\Omega$ marks integrals over the sphere, and several waves are allowed:

$$\chi_i=(\varepsilon_i-H_s)\tilde\phi_i,\quad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle_\Omega,\quad p_i=\sum_j(B^{-1})_{ji}\chi_j .$$

These give $\langle p_i|\tilde\phi_k\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ik}$, provided $B$ is invertible. The PAW transformation is

$$T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle p_i| ,$$

where the differences vanish outside the sphere. The PAW operators are

$$\tilde H=H_s+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|,\qquad \tilde S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| ,$$

$$q_{ij}=\langle\phi_i|\phi_j\rangle_\Omega-\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega,\quad D_{ij}=\langle\phi_i|H|\phi_j\rangle_\Omega-\langle\tilde\phi_i|H_s|\tilde\phi_j\rangle_\Omega .$$

Since $H\phi_j=\varepsilon_j\phi_j$ and $H_s\tilde\phi_j=\varepsilon_j\tilde\phi_j-\chi_j$, it follows that $D_{ij}=\varepsilon_jq_{ij}+B_{ij}$. The eigenvalue problem is $\tilde H\tilde\psi=\tilde E\tilde S\tilde\psi$.

For the softened wave, with $\phi$ scaled as in the closed form and lengths in $a$, the program finds $q=0.5352$ and $B=1.6511$. Hence

$$D=-0.125\times0.5352+1.6511=1.5842 .$$

Because $q>0$, $\tilde S$ is positive definite, so the lowest eigenvalue is the minimum of $\langle\tilde\psi|\tilde H|\tilde\psi\rangle/\langle\tilde\psi|\tilde S|\tilde\psi\rangle$. In a basis of the $n$ lowest sine functions of a box of radius $16a$, the lowest eigenvalues are:

| $n$ | PAW | all-electron |
|---:|---:|---:|
| 12 | −0.48202 | −0.43065 |
| 16 | −0.50193 | −0.48324 |
| 24 | −0.50528 | −0.49945 |
| 80 | −0.50785 | −0.50000 |
| 160 | −0.50785 | −0.50000 |

"All-electron" here means the original $H$ in the same basis. Both columns fall as the basis grows, because each is a minimum over a growing space. The second stops at $E_0$. The first passes $E_0$ and stops at $-0.50785$, which is lower by $0.00785$, or $1.6\%$ of $|E_0|$. For an electron with $a=0.1$ nm this is $0.060$ eV. The softening serves here only to make $\tilde\phi$ differ from $\phi$. It does not give the basis saving sought in real data sets: at $n=24$ the PAW value is still $0.0026$ above its limit, the all-electron value only $0.0006$.

The limit does not come from the basis: radial integration through the sphere, matched to the decaying outer solution, gives the same eigenvalue. Nor is there an additional spurious bound state, since $\tilde H$ and $H$ have one s-wave bound state each.

## What is true in general

Two operators have to be distinguished.

**The full transformed problem is variational.** For any $\tilde\psi$ with $T\tilde\psi\neq0$,

$$\frac{\langle\tilde\psi|T^\dagger HT|\tilde\psi\rangle}{\langle\tilde\psi|T^\dagger T|\tilde\psi\rangle}=\frac{\langle T\tilde\psi|H|T\tilde\psi\rangle}{\langle T\tilde\psi|T\tilde\psi\rangle}\ge E_0 .$$

The right side is the ordinary energy quotient of the function $T\tilde\psi$. Nothing is assumed about the number or quality of the partial waves.

**The PAW problem is variational for its own operator.** Its lowest eigenvalue $\tilde E$ is approached from above as the smooth basis grows, if $\tilde S$ is positive. Its relation to $E_0$ is fixed by the difference between $\tilde H-E\tilde S$ and $T^\dagger(H-E)T$, which involves the overlap operators as well as the Hamiltonians. The expectation value of this difference vanishes in states that the partial waves describe completely inside the sphere. In other states it can have either sign.

## Proof: the terms that PAW leaves out

Take any smooth state $\tilde\psi$ and let $c_i=\langle p_i|\tilde\psi\rangle$. Define

$$\phi_c=\sum_ic_i\phi_i,\qquad \tilde\phi_c=\sum_ic_i\tilde\phi_i,\qquad R=\tilde\psi-\tilde\phi_c\quad(r<r_c).$$

$R$ is the part of the state missed by the expansion. By construction $\langle p_i|R\rangle=c_i-c_i=0$, and since each $\chi_i$ is a combination of the projectors, $\langle\chi_i|R\rangle=0$ too. Inside the sphere

$$\tilde\psi=\tilde\phi_c+R,\qquad T\tilde\psi=\phi_c+R .$$

To treat energy and norm together, let $E$ be any number and define

$$A(f,g)=\int_0^{r_c}\!\Big[\frac{\hbar^2}{2m}f'g'+(V-E)fg\Big]dr ,$$

and $A_s$ likewise with $V-W$ in place of $V$. Writing the kinetic energy with first derivatives lets the integral be split at $r_c$ without surface terms. The matrix $D$ is unchanged by this form: the surface terms $\phi_i\phi_j'$ and $\tilde\phi_i\tilde\phi_j'$ at $r_c$ are equal and cancel.

Outside the sphere the PAW form and the true form agree. Inside, the PAW form of $\tilde H-E\tilde S$ is

$$A_s(\tilde\phi_c+R,\tilde\phi_c+R)+A(\phi_c,\phi_c)-A_s(\tilde\phi_c,\tilde\phi_c)$$
$$=A(\phi_c,\phi_c)+2A_s(R,\tilde\phi_c)+A_s(R,R),$$

while the true form of $H-E$ in the state $T\tilde\psi$ is

$$A(\phi_c+R,\phi_c+R)=A(\phi_c,\phi_c)+2A(R,\phi_c)+A(R,R).$$

PAW treats the partial-wave part correctly, but evaluates every term containing $R$ with the smooth quantities. Call the PAW form minus the true form $\Delta(E)$. Since $A_s(R,R)-A(R,R)=-\langle R|W|R\rangle$,

$$\Delta(E)=2\big[A_s(R,\tilde\phi_c)-A(R,\phi_c)\big]-\langle R|W|R\rangle .$$

Integrate the kinetic parts in the bracket by parts. The surface terms are $(\hbar^2/2m)R\tilde\phi_c'$ and $(\hbar^2/2m)R\phi_c'$ at $r_c$. They are equal, so they cancel. What remains uses

$$(H_s-E)\tilde\phi_i=(\varepsilon_i-E)\tilde\phi_i-\chi_i,\qquad(H-E)\phi_i=(\varepsilon_i-E)\phi_i .$$

The term with $\chi_i$ drops out because $\langle R|\chi_i\rangle=0$. The result is

$$\boxed{\Delta(E)=2\sum_ic_i(E-\varepsilon_i)\langle R|\phi_i-\tilde\phi_i\rangle_\Omega-\langle R|W|R\rangle_\Omega}$$

If $R=0$, then $\Delta=0$ for every $E$, so energy and norm are both right. If $R\ne0$, the second term has the sign opposite to that of $W$ when $W$ keeps one sign, and the first depends on the shapes of the waves.

For a violation, $\Delta$ must be negative in the PAW ground state. There the PAW form at $E=\tilde E$ is zero, so

$$0=\langle T\tilde\psi|H-\tilde E|T\tilde\psi\rangle+\Delta(\tilde E)\ge(E_0-\tilde E)\langle T\tilde\psi|T\tilde\psi\rangle+\Delta(\tilde E).$$

If $\tilde E<E_0$, the first term on the right is positive (for $T\tilde\psi\neq0$), which forces $\Delta(\tilde E)<0$.

## A bound that proves the violation

A sufficient condition needs only the exact state. For one partial wave, look for a $\tilde\psi$ that $T$ maps onto $\psi$:

$$\tilde\psi=\psi-c(\phi-\tilde\phi),\qquad c=\langle p|\tilde\psi\rangle .$$

Projecting the first relation on $p$, with $\langle p|\tilde\phi\rangle=1$, gives $c=\langle p|\psi\rangle-c\langle p|\phi\rangle+c$. Therefore

$$c=\frac{\langle p|\psi\rangle}{\langle p|\phi\rangle},\qquad R=\tilde\psi-c\tilde\phi=\psi-c\phi ,$$

provided $\langle p|\phi\rangle\ne0$. Because $(H-E_0)\psi=0$, the true form vanishes at $E=E_0$, and the PAW form equals

$$F=\Delta(E_0)=2(E_0-\varepsilon)\,c\,\langle R|\phi-\tilde\phi\rangle_\Omega-\langle R|W|R\rangle_\Omega .$$

The PAW norm follows from the part of $\Delta(E)$ proportional to $-E$:

$$N=\langle\tilde\psi|\tilde S|\tilde\psi\rangle=1-2c\,\langle R|\phi-\tilde\phi\rangle_\Omega .$$

With $\tilde S$ positive, the minimum property of $\tilde E$ gives

$$\tilde E\le E_0+\frac{F}{N}.$$

A negative $F$ proves that the PAW eigenvalue is too low. For the softened wave the two terms of $F$ are $-0.00169$ and $-0.00495$, with sum $-0.00665$ before rounding of the parts, and $N=0.99548$. Hence

$$\tilde E\le-0.5-\frac{0.00665}{0.99548}=-0.50668 .$$

The computed eigenvalue, $-0.50785$, is lower still, because the PAW ground state can adjust and the trial state cannot. Both terms of $F$ are negative here; the larger comes from the potential difference acting on $R$.

The construction also shows why the full transformed operator has no such error. Nothing in the solution for $\tilde\psi$ used the fact that $\psi$ is an eigenstate, so $T$ can be inverted on any state if $\langle p|\phi\rangle\ne0$. A complete smooth basis then reaches $\psi$ itself, and the minimum of the full quotient is $E_0$, even with one poor partial wave. With the same wave that gave $-0.50785$, the program finds $-0.50000$ for $T^\dagger HT$. The whole deficit comes from the terms in $\Delta$.

## Dependence on the reference energy

At $\varepsilon=E_0$ the wave $\phi$ is proportional to $\psi$ in the sphere, so $R=0$ for the trial state, which is then a PAW eigenstate at energy $E_0$. Let $\delta=\varepsilon-E_0$ be small. Then $\phi$ departs from a multiple of $\psi$ by an amount of order $\delta$, and so does $R$ from zero. Both terms of $F$ are of order $\delta^2$.

The adjustment of the state is of the same order. Since $D-\varepsilon q=B$ and $p=\chi/B$,

$$(\tilde H-\varepsilon\tilde S)\tilde\phi=-\chi+Bp=0\quad(r<r_c).$$

Inserting $\tilde\psi=c\tilde\phi+R$ and using $\langle p|R\rangle=0$ gives

$$(\tilde H-E_0\tilde S)\tilde\psi=c\,\delta\,\tilde S\tilde\phi+(H_s-E_0)R$$

inside the sphere, and zero outside. This residual is of order $\delta$. Expand the trial state in PAW eigenstates, $\tilde\psi=\sum_ka_k\tilde\psi_k$, with $\langle\tilde\psi_k|\tilde S|\tilde\psi_l\rangle=\delta_{kl}$ and eigenvalues $\tilde E_k$. Projecting the residual on $\tilde\psi_k$ gives $a_k(\tilde E_k-E_0)$, so $\sum_ka_k^2(\tilde E_k-E_0)^2$ is of order $\delta^2$. Let $\tilde E$ be the eigenvalue that equals $E_0$ at $\delta=0$, and suppose it is separated by a gap from the rest of the spectrum; for the softened wave it is the lowest one, since the program finds the lowest eigenvalue at $\delta=0$ within about $10^{-8}$ of $E_0$. The quotient $E_0+F/N$ differs from $\tilde E$ by $\sum_ka_k^2(\tilde E_k-\tilde E)/N$, where only the other eigenvalues contribute. For these $|\tilde E_k-\tilde E|$ is at most a constant times $(\tilde E_k-E_0)^2$ divided by the gap, so the difference is of order $\delta^2$, as is $F$. The eigenvalue error is therefore of order $\delta^2$.

For the softened wave, $\delta=0.05$ and $0.10$ give errors of $-1.35\times10^{-4}$ and $-5.43\times10^{-4}$. Their ratio is $4.02$, close to the expected $4$. For this data set a reference energy near the eigenvalue makes the violation small, but does not restore the bound. This needs the eigenvalue tied to $E_0$ to be the lowest one: with $W$ six times deeper, a spurious state lies about $0.27$ below $E_0$ even at $\delta=0$.

## More partial waves, and the opposite sign

Return to $\tilde\phi_i=\phi_i$ with $W>0$, now with several waves. Then $q=0$, $\chi_i=W\phi_i$ and $D=B=G$, where $G_{ij}=\langle\phi_i|W|\phi_j\rangle$. Inserting the projectors, the product $G^{-1}GG^{-1}=G^{-1}$ appears:

$$\tilde H-H=-W+\sum_{ij}W|\phi_i\rangle(G^{-1})_{ij}\langle\phi_j|W=-W^{1/2}(1-\Pi)W^{1/2},$$

$$\Pi=\sum_{ij}W^{1/2}|\phi_i\rangle(G^{-1})_{ij}\langle\phi_j|W^{1/2}.$$

Since $\Pi^2=\Pi$ and $\Pi$ is symmetric, it is the orthogonal projector on the span of the functions $W^{1/2}\phi_i$. So $1-\Pi$ is never negative and $\tilde E\le E_0$ for any number of waves. An added wave enlarges the span and can only raise $\tilde E$. In this setting the PAW limit stays at or below $E_0$ as waves are added, while a growing smooth basis approaches that limit from above. Whether the limit comes close to $E_0$ depends on the reference energies. Waves at energies far above $E_0$ oscillate rapidly in the sphere and may describe almost nothing of the missing part $R$.

With reference energies $-0.125$, then $0.5$ added, then $1.5$ added, the errors are $-4.1\times10^{-3}$, $-1.3\times10^{-5}$ and $-3.6\times10^{-8}$. For the softened waves, a second wave at $0.5$ reduces the error from $-7.8\times10^{-3}$ to $-5.4\times10^{-5}$.

Now reverse the sign of $W$ and keep one unsoftened wave. The smooth potential is then shallower than the true one, and

$$\langle u|\tilde H-H|u\rangle=\langle u||W||u\rangle-\frac{\langle u||W||\phi\rangle^2}{\langle\phi||W||\phi\rangle}\ge0 .$$

In this case the PAW eigenvalue is an upper bound. The program gives $-0.49675$, an error of $+3.2\times10^{-3}$. A truncated PAW energy can thus lie on either side of $E_0$, and the side depends on the data set.

The smooth potential in the counterexample is deeper than the true one: $-5$ against $-3$ at the origin. The PAW construction allows this, since $\tilde v$ inside the sphere is free. Where $\tilde v$ replaces a strong nuclear attraction by something shallower, $W$ is negative and the term $-\langle R|W|R\rangle$ raises the energy. The sign of $\Delta$ then depends on the other term as well, and has to be evaluated for the waves in use; this model does not decide it.

The results hold for one particle in a fixed potential, and $E_0$ is the lowest level of $H$ in the channel. If a core level lies below the valence level that the partial waves are meant to describe, the full quotient is bounded only by the core energy, and reaches it when $T$ is invertible; it then gives no bound on the valence level. Self-consistency and a frozen core bring further approximations that are not treated here. Within the stated setting, a fall in the PAW energy on enlarging the smooth basis shows progress towards the PAW limit. The distance of that limit from $E_0$ must be judged separately, by adding partial waves and by changing their reference energies. An energy that hardly moves when one wave is added does not prove convergence, since that wave may lie at an unsuitable reference energy. Of two PAW data sets, the one with the lower energy is not for that reason the more accurate.

The numerical check checks the closed-form waves, the error bound, the operator inequalities and the eigenvalues numerically.

## Numbers as computed

```
Energies in hbar^2/(m a^2), lengths in a, unless stated
sphere radius 1.5, box 16.0, sine functions 160
reference energy -0.125, W at origin 2.0, softening 0.3
V at origin -3.0000, v~ at origin -5.0000
exact ground energy             -0.50000000
all-electron, same sine basis   -0.50000000
PAW, one wave, sine basis       -0.50784638
PAW, one wave, radial matching  -0.50784639
PAW minus exact                 -0.00784638
full T^+HT, same one wave       -0.50000000
bound states: PAW 1, all-electron 1
phi normalized to slope 4-kappa^2 at r=0, kappa^2=-2*reference:
  B = 1.651070 (energy times length)
  D = 1.584175 (energy times length)
  q = 0.535156 (length)
Trial state with T psi~ = exact normalized state:
  coefficient c                 0.477114 (length^-1/2)
  norm of R in sphere, <R|R>    0.02741838
  cross term                    -0.00169327
  -<R|W|R>                      -0.00495227
  sum F                         -0.00664554
  PAW norm N                    0.99548461
  upper bound E0+F/N            -0.50667569
  same from PAW matrices        -0.50667568
Basis size, largest k (1/a), PAW energy, all-electron energy:
     8   1.5708 -0.35077953 -0.28701353
    12   2.3562 -0.48201796 -0.43064766
    16   3.1416 -0.50192963 -0.48323979
    24   4.7124 -0.50527927 -0.49945304
    40   7.8540 -0.50783867 -0.49999981
    80  15.7080 -0.50784623 -0.50000000
   160  31.4159 -0.50784638 -0.50000000
Unsoftened waves (T=1), W>0: number, last reference, energy, error
  1  -0.125 -0.50410369 -4.104e-03
  2   0.500 -0.50001267 -1.267e-05
  3   1.500 -0.50000004 -3.627e-08
Unsoftened, one wave, W reversed: -0.49675081, error 3.249e-03
Softened, two waves: -0.50005448, error -5.448e-05
Softened, one wave: reference minus E0, error
  0.00 8.519e-09
  0.05 -1.350e-04
  0.10 -5.429e-04
  0.20 -2.195e-03
error ratio for offsets 0.10 and 0.05: 4.0221
for an electron with a=0.1 nm: energy unit 7.6200 eV
  PAW minus exact -0.05979 eV
```
